\section*{Unfolding weights from dual functions in a non-orthogonal supercell basis}

\section{A number to be explained}

A model chain has six cells, two Gaussian orbitals per cell and one impurity. Its highest eigenstate is normalized, yet its squared expansion coefficients sum to $2.853$, and its squared overlaps with the basis functions sum to $0.356$. Neither set of numbers can be read as a distribution of one electron state over wavevectors. The products of one coefficient with one overlap, formed below, sum to $1$. The theorem explains why, and also what these products fail to guarantee.

\section{Setting and conventions}

Hartree atomic units are used. The chain has primitive spacing $a$, and a supercell holds $N\ge 2$ cells $r=0,\dots,N-1$, with length $A=Na$. Every cell, including the impurity cell, carries $M$ orbitals $\varphi_{rm}$, $m=1,\dots,M$. They may differ from cell to cell, and an off-centre shift is part of $\varphi_{rm}$. At supercell wavevector $K$ the basis functions are
\begin{equation}
\langle x|rm\rangle=\sum_{L\in\mathbb Z}e^{iKLA}\,\varphi_{rm}(x-ra-LA).
\label{basis}
\end{equation}
Inner products are integrals over one supercell. The $NM$ functions are assumed linearly independent, so their overlap matrix $S$ is positive definite. With $H$ the Hamiltonian matrix, the eigenstates within the span are
\begin{equation}
|J\rangle=\sum_{rm}|rm\rangle C_{rm,J},\qquad HC=SCE,\qquad C^\dagger SC=1,
\label{eig}
\end{equation}
where $E$ is the diagonal matrix of energies $E_J$. Since $C$ is square, the last relation says that $C^\dagger S$ is the inverse of $C$. Hence also
\begin{equation}
CC^\dagger S=1 .
\label{complete}
\end{equation}

The primitive wavevectors that fold onto $K$ are $k=K+2\pi g/A$, $g=0,\dots,N-1$. A Bloch sum over all cells $n=r+NL$ has phases $e^{ikna}=e^{ikra}e^{ikLA}=e^{ikra}e^{iKLA}$, because $(k-K)A=2\pi g$. By \eqref{basis} it is therefore a finite sum,
\begin{equation}
|km\rangle=\sum_{rm'}|rm'\rangle (U_k)_{rm',m},\qquad
(U_k)_{rm',m}=\frac{e^{ikra}}{\sqrt N}\,\delta_{m'm}.
\label{U}
\end{equation}
The phase contains the cell label $r$, not the displaced atomic position.

\section{Two lemmas}

\paragraph{Lemma 1 (phases).} $U_k^\dagger U_{k'}=\delta_{kk'}1_M$ and $\sum_kU_kU_k^\dagger=1$.

\emph{Proof.} Both are finite geometric sums:
\begin{align}
\frac1N\sum_{r=0}^{N-1}e^{i(k'-k)ra}&=\frac1N\sum_{r=0}^{N-1}e^{2\pi i(g'-g)r/N}=\delta_{gg'},\\
\frac1N\sum_k e^{ik(r-r')a}&=e^{iK(r-r')a}\,\frac1N\sum_{g=0}^{N-1}e^{2\pi ig(r-r')/N}=\delta_{rr'} .
\end{align}
The orbital index contributes a unit matrix in each case. $\square$

\paragraph{Lemma 2 (duals).} Define
\begin{equation}
|\widetilde{rm}\rangle=\sum_{r'm'}|r'm'\rangle(S^{-1})_{r'm',rm},\qquad
|\widetilde{km}\rangle=\sum_{rm'}|\widetilde{rm'}\rangle(U_k)_{rm',m}.
\end{equation}
Then $\langle\widetilde{rm}|r'm'\rangle=\delta_{rr'}\delta_{mm'}$ and $\langle\widetilde{km}|k'm'\rangle=\delta_{kk'}\delta_{mm'}$.

\emph{Proof.} Since $S^{-1}$ is Hermitian, the first overlap is the element $(S^{-1}S)_{rm,r'm'}$. The second is then $(U_k^\dagger U_{k'})_{mm'}$, and Lemma 1 applies. $\square$

\section{Theorem and proof}

Define the complex weight and its real part
\begin{equation}
w_J(k)=\sum_m\langle J|km\rangle\langle\widetilde{km}|J\rangle,\qquad W_J(k)=\operatorname{Re}w_J(k).
\label{w}
\end{equation}

\paragraph{Theorem.} Under the assumptions above, with $Q_k=U_kU_k^\dagger$:
\begin{enumerate}
\item $w_J(k)=(C^\dagger SQ_kC)_{JJ}$.
\item $\sum_kw_J(k)=1$ for every state $J$.
\item $\sum_Jw_J(k)=M$ for every $k$.
\item Let $\hat P_k=S^{1/2}Q_kS^{-1/2}$, with largest singular value $\|\hat P_k\|$. Then
\begin{equation}
\tfrac12\bigl(1-\|\hat P_k\|\bigr)\le W_J(k)\le\tfrac12\bigl(1+\|\hat P_k\|\bigr).
\label{bound}
\end{equation}
\item The weight is non-negative for every vector in the span if and only if $SQ_k=Q_kS$.
\end{enumerate}

\emph{Proof of 1.} Lemma 2 gives $\langle\widetilde{rm}|J\rangle=C_{rm,J}$, so $\langle\widetilde{km}|J\rangle=(U_k^\dagger C)_{mJ}$. From \eqref{eig} and \eqref{U}, $\langle J|km\rangle=(C^\dagger SU_k)_{Jm}$. Summing the product over $m$ gives the matrix formula.

\emph{Proof of 2.} By Lemma 1 and normalization,
\begin{equation}
\sum_kw_J(k)=\Bigl(C^\dagger S\sum_kQ_k\,C\Bigr)_{JJ}=(C^\dagger SC)_{JJ}=1 .
\end{equation}

\emph{Proof of 3.} By cyclicity of the trace and \eqref{complete},
\begin{equation}
\sum_Jw_J(k)=\operatorname{Tr}(Q_kCC^\dagger S)=\operatorname{Tr}Q_k=\operatorname{Tr}(U_k^\dagger U_k)=M .
\end{equation}
Both sums are real, so the imaginary parts cancel in each and $W$ obeys the same rules.

\emph{Proof of 4.} Put $y=S^{1/2}C_J$, where $C_J$ is column $J$ of $C$. Then $y^\dagger y=1$ and $w_J(k)=y^\dagger\hat P_ky$, so $W_J(k)=y^\dagger\tfrac12(\hat P_k+\hat P_k^\dagger)y$. Since $Q_k^2=Q_k$, also $\hat P_k^2=\hat P_k$. In an orthonormal frame whose first $M$ vectors span the range of $\hat P_k$,
\begin{equation}
\hat P_k=\begin{pmatrix}1&B\\0&0\end{pmatrix}.
\end{equation}
The lower rows vanish because the output lies in the range, and the unit block appears because $\hat P_k$ leaves its range unchanged. Unitary rotations within the range and within its complement bring $B$ to singular-value form. Each singular value $b$ gives a $2\times2$ block, and any unpaired direction gives a plain $1$ or $0$. For one block,
\begin{equation}
p=\begin{pmatrix}1&b\\0&0\end{pmatrix},\qquad
pp^\dagger=\begin{pmatrix}1+b^2&0\\0&0\end{pmatrix},\qquad
\frac{p+p^\dagger}2=\begin{pmatrix}1&b/2\\b/2&0\end{pmatrix}.
\end{equation}
So $\|p\|=\sqrt{1+b^2}$. The eigenvalues of the Hermitian part solve $\lambda^2-\lambda-b^2/4=0$, that is $\lambda=(1\pm\sqrt{1+b^2})/2=(1\pm\|p\|)/2$. The largest $b$ gives the extreme eigenvalues, hence \eqref{bound}.

\emph{Proof of 5.} If $B\ne0$, the lowest eigenvalue is negative and its eigenvector has negative weight. If $B=0$, then $\hat P_k$ is Hermitian and $W=\|\hat P_ky\|^2\ge0$. Hermiticity reads $S^{1/2}Q_kS^{-1/2}=S^{-1/2}Q_kS^{1/2}$. Multiplying by $S^{1/2}$ on both sides gives $SQ_k=Q_kS$, and the step is reversible. $\square$

\paragraph{Remark (the opening numbers).} Without duals, Lemma 1 gives $\sum_{km}|(U_k^\dagger C)_{mJ}|^2=(C^\dagger C)_{JJ}$ and $\sum_{km}|\langle km|J\rangle|^2=(C^\dagger S^2C)_{JJ}$. If $C_J$ were an eigenvector of $S$ with eigenvalue $s$, normalization would make these $1/s$ and $s$. The smallest eigenvalue in the example is $0.345$, and $1/0.345=2.90$. In general, with $y=S^{1/2}C_J$ and $y^\dagger y=1$, the two sums are $y^\dagger S^{-1}y$ and $y^\dagger Sy$, averages of $1/s$ and of $s$ over the eigenvalues of $S$. The first is therefore at most $2.90$ and the second at least $0.345$. The sums $2.853$ and $0.356$ are close to these limits, so the highest state lies mainly along directions in which the eigenvalue of $S$ is near its smallest value.

\section{Spectral function}

Equations \eqref{eig} and \eqref{complete} give $S=SCC^\dagger S$ and $H=SCEC^\dagger S$. Therefore $zS-H=SC(z-E)C^\dagger S$. Inverting the factors, with $(C^\dagger S)^{-1}=C$ and $(SC)^{-1}=C^\dagger$, yields
\begin{equation}
G(z)=(zS-H)^{-1}=C(z-E)^{-1}C^\dagger .
\end{equation}
For $\eta>0$ define
\begin{align}
A(k,\omega)&=\operatorname{Re}\operatorname{Tr}\Bigl\{U_k^\dagger\frac{i}{2\pi}\bigl[G(\omega+i\eta)-G(\omega-i\eta)\bigr]SU_k\Bigr\}\nonumber\\
&=\sum_JW_J(k)\,\frac{\eta/\pi}{(\omega-E_J)^2+\eta^2}.
\label{A}
\end{align}
The second line follows from
\begin{equation}
\frac{i}{2\pi}\Bigl[\frac1{u+i\eta}-\frac1{u-i\eta}\Bigr]=\frac{i}{2\pi}\,\frac{-2i\eta}{u^2+\eta^2}=\frac{\eta/\pi}{u^2+\eta^2}.
\end{equation}
Each Lorentzian has unit area, so $\int A\,d\omega=M$. The difference of resolvents matters when $w$ is complex: with $u=\omega-E_J$, the expression $-\pi^{-1}\operatorname{Im}[w/(u+i\eta)]$ equals $(\eta\operatorname{Re}w-u\operatorname{Im}w)/[\pi(u^2+\eta^2)]$, which contains an unwanted dispersive term.

The first moment is taken over the discrete energies, since that of a Lorentzian does not converge. From $H=SCEC^\dagger S$ one has $CEC^\dagger S=S^{-1}H$, so
\begin{equation}
\sum_JE_Jw_J(k)=\operatorname{Tr}(U_k^\dagger S^{-1}HU_k)=\sum_m\langle\widetilde{km}|\hat H|km\rangle .
\label{moment}
\end{equation}

\section{When the weights are true momentum weights}

\paragraph{Identical orbitals.} Let $\varphi_{rm}=\varphi_m$ in all cells, while the impurity potential remains. With $s_{mm'}(n)=\int\varphi_m^*(x)\varphi_{m'}(x-na)\,dx$ over the whole line,
\begin{equation}
S_{rm,r'm'}=\sum_Le^{iKLA}s_{mm'}(r'-r+NL).
\end{equation}
Multiplying by $e^{ikr'a}$, replacing $e^{iKLA}$ by $e^{ikLA}$ and summing over $r'$ gives
\begin{equation}
SU_k=U_ks(k),\qquad s(k)=\sum_ne^{ikna}s(n)=s(k)^\dagger .
\end{equation}
Thus $SQ_k=U_ks(k)U_k^\dagger=Q_kS$, and the weights are non-negative. Here $|km\rangle$ is a genuine Bloch function of wavevector $k$. The operator $\sum_m|km\rangle\langle\widetilde{km}|$ then extracts the part of $|J\rangle$ with that wavevector, and parts with different $k$ are orthogonal. Writing $\psi_J=e^{iKx}\sum_nF_ne^{2\pi inx/A}$, we obtain
\begin{equation}
w_J(k)=f_J(k)\equiv A\sum_{n\equiv g\ (\mathrm{mod}\ N)}|F_n|^2 .
\end{equation}

If the impurity orbitals differ, $|km\rangle$ contains other wavevectors and $w$ need not equal $f$. The Fourier weight $f$ is non-negative and still sums to $1$ over $k$. Its sum over $J$ need not be $M$, because translations can carry functions out of the basis span. The dual weight keeps the orbital count and gives up guaranteed positivity.

\paragraph{Pristine limit.} If the potential is also periodic, the same argument gives $HU_k=U_kh(k)$. The solutions are $C_J=U_kc$ with $h(k)c=s(k)c\,\varepsilon$ and $c^\dagger s(k)c=1$. Then $w_J(k)=c^\dagger s(k)c=1$, and $w_J(k')=0$ for $k'\ne k$ since $U_{k'}^\dagger U_k=0$. If bands of different $k$ are degenerate, their states may mix, and the weights are to be summed over the degenerate set.

\paragraph{Centred impurity.} Suppose real orbitals of parity $\pi_m=\pm1$, equal in mirror cells ($\varphi_{N-r,m}=\varphi_{rm}$ for $r=1,\dots,N-1$), and a potential symmetric about the impurity at $x=0$ in cell $0$. Let $|{-r},m\rangle$ denote \eqref{basis} with the orbital $\varphi_{rm}$ placed at $-ra$. For $r\ge1$ it equals $e^{iKA}|N-r,m\rangle$, and $e^{-ikra}e^{iKA}=e^{ik(N-r)a}$, so the sum \eqref{U} may equally be taken over the labels $-r$. The antiunitary map $\Theta\psi(x)=\psi^*(-x)$ sends $|rm\rangle$ to $\pi_m|{-r},m\rangle$ and conjugates $e^{ikra}$, so $\Theta|km\rangle=\pi_m|km\rangle$. The duals transform alike. A non-degenerate $|J\rangle$ acquires a phase, which cancels in \eqref{w}, as does $\pi_m^2$. Since $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*$, it follows that $w=w^*$. An off-centre shift removes this symmetry argument. The weight then stays real if the orbitals are identical in all cells and only the potential is displaced, by the result above, but in general not when the impurity orbitals differ.

\paragraph{Matching of labels.} Mixing the orbitals by one invertible matrix in every cell, $X=1_N\otimes X_0$, changes $C\to X^{-1}C$ and $S\to X^\dagger SX$. Because $X$ commutes with $Q_k$,
\begin{equation}
C^\dagger X^{-\dagger}X^\dagger SXQ_kX^{-1}C=C^\dagger SQ_kC .
\end{equation}
A change $D$ in the impurity cell alone generally does not commute with $Q_k$. The sums survive, but individual weights can change. The choice of impurity orbitals, with their labels and signs, is therefore part of the definition. In the example below they are the normalized Gaussians stated there, each with positive overlap with the host orbital of the same label placed at the same centre. Normalization and positive overlap alone do not fix the weights: a small rotation of the impurity orbitals into each other preserves both properties and can still change individual weights.

\section{Chain with one impurity}

The model has $N=6$, $M=2$ and $a=4$ bohr, with normalized orbitals proportional to $e^{-\alpha x^2}$ and $xe^{-\alpha x^2}$. Each site contributes a potential $-ve^{-\gamma x^2}$, $\gamma=0.5$ bohr$^{-2}$. The host has $\alpha=0.3$ bohr$^{-2}$ and $v=1.0$ hartree; the impurity has $\alpha=0.5$ bohr$^{-2}$ and $v=1.6$ hartree. Impurity well and orbitals are shifted by $0.4$ bohr, and $KA=\pi/2$. All energies below are eigenvalues within this twelve-function span, not converged levels of the model potential. A converged plane-wave basis lowers the lowest level by $0.003$ hartree, to $-1.0816$ ($-29.43$ eV), moves the tenth state from $0.172$ to $0.130$ hartree, and moves the upper host band at $g=1$ from $0.211$ to $0.179$ hartree.

The lowest state, at $-1.0789$ hartree ($-29.36$ eV), lies well below the others. For $g=0,\dots,5$ its weights $W$ add up as
\begin{equation}
0.2317+0.1809+0.1210+0.1066+0.1475+0.2124=1.0001,
\end{equation}
where the excess is rounding; the unrounded sum is $1$ to machine precision. The spread over all $k$ is that of a localized level. Its Fourier weights run from $0.122$ to $0.216$, a somewhat flatter distribution.

At $g=1$, $k=0.327$ bohr$^{-1}$, the twelve states in order of energy give
\begin{align}
&0.1809+0.0091+0.5165+0.2112+0.0791+0.0030\nonumber\\
&{}+0.0181+0.0079+0.0088+0.9366+0.0235+0.0054=2.0001,
\end{align}
again $M=2$ up to rounding. The host band at $-0.632$ hartree is shared mainly among the states at $-0.652$ and $-0.618$ hartree and the impurity level at $-1.079$ hartree, with weights $0.516$, $0.211$ and $0.181$. The upper host band, at $0.211$ hartree, has its main counterpart at $0.172$ hartree with weight $0.937$. The first moment \eqref{moment} has real part $-0.548$ hartree, against $-0.632+0.211=-0.421$ hartree for the host. The Fourier weights at this $k$ sum to $2.0016$.

Here $\|\hat P_k\|=1.0151$, so \eqref{bound} allows weights down to $(1-1.0151)/2=-0.0075$. No eigenstate of this example has a negative weight at any of the six $k$; the smallest is $4\times10^{-5}$. The negative values belong to other vectors in the span. The largest $|\operatorname{Im}w|$ is $0.018$, and it vanishes to rounding when the impurity is centred. Reversing the sign of both impurity orbitals changes some weight by $0.62$ while both sums stay intact, so correct sums do not show that the labels have been matched properly.

The numerical check tests the weights against dual functions built on a real-space grid without using $S$, and the identical-orbital case against Fourier weights.

\section*{Computed values}
\begin{verbatim}
cells 6, orbitals per cell 2, a = 4.0 bohr
orbital exponents host, impurity: 0.3, 0.5 bohr^-2
well depths host, impurity: 1.0, 1.6 hartree
well exponent 0.5 bohr^-2, impurity shift 0.4 bohr
supercell wavevector K = 0.065450 bohr^-1 (K*A = pi/2)
s-s overlap, host neighbours: 0.090718
s-s overlap, impurity to right neighbour: 0.086628
smallest eigenvalue of S: 0.344934
lowest state: -1.078896 hartree = -29.3583 eV
lowest state: g, k (bohr^-1), Re w, Im w, Fourier weight
  0 0.065450 0.231655 +0.002147 0.215563
  1 0.327249 0.180891 +0.009001 0.177105
  2 0.589049 0.120982 +0.006734 0.132464
  3 0.850848 0.106595 -0.002454 0.121859
  4 1.112647 0.147515 -0.009186 0.152141
  5 1.374447 0.212362 -0.006242 0.200869
  sums over k: 1.000000, -2.6e-18, 1.000000
at g = 1: state, energy (hartree), Re w, Fourier weight
   1 -1.078896 +0.180891 0.177105
   2 -0.672133 +0.009128 0.010145
   3 -0.652287 +0.516476 0.506556
   4 -0.617662 +0.211153 0.212663
   5 -0.572066 +0.079114 0.087163
   6 -0.526997 +0.002960 0.003855
   7 -0.233290 +0.018109 0.039018
   8 -0.099740 +0.007892 0.008430
   9 +0.013973 +0.008841 0.012150
  10 +0.171892 +0.936612 0.894545
  11 +0.363654 +0.023469 0.035210
  12 +0.539950 +0.005355 0.014756
  sums over states: 2.000000, 2.001594
host bands at g = 1: -0.632481, +0.211201 hartree
first moment at g = 1: -0.547895 hartree; host -0.421280
A(k,omega) at g = 1, omega = -0.5, eta = 0.05 hartree: 0.755493 hartree^-1
largest error, sum over k minus 1: 2.2e-15
largest error, sum over states minus 2: 3.6e-15
Fourier sums over states, min and max over k: 1.998239, 2.001594
squared coefficients, sum for lowest, highest state: 0.950025, 2.853056
squared overlaps, sum for lowest, highest state: 1.106503, 0.356386
projector norm at g = 1: 1.015059; bounds on W: -0.007530, 1.007530
smallest Re w over all k and states: +0.000042
largest |Im w|: shifted 0.017823, centred 1.3e-16
largest |Re w - Fourier|: 0.067107; with host orbitals 6.7e-16
largest change of Re w on impurity sign flip: 0.621986
\end{verbatim}
